# The 3ζ/2 split-off energy in diamond crystals and in their atoms: a numerical check

```python
# Result under test: in a diamond crystal described by orthogonal s and p
# orbitals with on-site coupling zeta L.S, the bonding p states at k = 0 split
# into a quartet and a doublet separated by 3 zeta / 2.
# The free-atom splitting eps(p3/2) - eps(p1/2) of Si, Ge and Sn is computed
# from the radial Dirac equation with a self-consistent LDA potential.
# Symbols: zeta = spin-orbit parameter, kappa = Dirac quantum number
# (+1 for p1/2, -2 for p3/2), r = radius in bohr, c = speed of light (a.u.).
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants, fine_structure
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
c = 1.0 / fine_structure

# ---------------- tight-binding crystal at k = 0 ----------------
E_P, V_SS, V_SP, V_PPS, V_PPP = 1.5, -2.0, 2.0, 3.0, -0.8   # eV, round values
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def orbital_hamiltonian(e_s):
    """8 x 8 matrix, order: atom A (s,x,y,z), atom B (s,x,y,z)."""
    hop = np.zeros((4, 4))
    for u in BONDS:
        hop[0, 0] += V_SS
        hop[0, 1:] += V_SP * u
        hop[1:, 0] -= V_SP * u
        hop[1:, 1:] += (V_PPS - V_PPP) * np.outer(u, u) + V_PPP * np.eye(3)
    onsite = np.diag([e_s, E_P, E_P, E_P])
    return np.block([[onsite, hop], [hop.T, onsite]])


def l_dot_s():
    """L.S for one atom in the basis (s,x,y,z) times spin."""
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    total = np.zeros((8, 8), complex)
    for k in range(3):
        ang = np.zeros((4, 4), complex)
        i, j = (k + 1) % 3, (k + 2) % 3
        ang[1 + i, 1 + j] = -1j
        ang[1 + j, 1 + i] = 1j
        total += np.kron(ang, pauli[k] / 2)
    return total


def bonding_p_levels(e_s, zeta_a, zeta_b):
    """All 16 levels, and the six that live mainly on (p_A - p_B)/sqrt2."""
    h = np.kron(orbital_hamiltonian(e_s), np.eye(2)).astype(complex)
    h += np.kron(np.diag([zeta_a, zeta_b]), l_dot_s())
    energy, vec = np.linalg.eigh(h)
    projector = np.kron(np.array([[0.5, -0.5], [-0.5, 0.5]]),
                        np.kron(np.diag([0, 1, 1, 1]), np.eye(2)))
    weight = np.einsum("in,ij,jn->n", vec.conj(), projector, vec).real
    chosen = energy[weight > 0.5]
    assert len(chosen) == 6
    return energy, chosen


T_HOP = 4 * (V_PPS + 2 * V_PPP) / 3
h_orb = orbital_hamiltonian(-6.0)
assert np.allclose(h_orb[0, 5:], 0) and np.allclose(h_orb[1:4, 4], 0)
assert np.allclose(h_orb[1:4, 5:], T_HOP * np.eye(3))
_, no_so = bonding_p_levels(-6.0, 0.0, 0.0)
assert np.allclose(no_so, E_P - T_HOP)

print("Model: E_p, V_ss, V_sp, V_pps, V_ppp =", E_P, V_SS, V_SP, V_PPS, V_PPP, "eV")
print(f"Model: hopping sum T = {T_HOP:.4f} eV, bonding p level = {no_so[0]:.4f} eV")
for label, e_s, zeta in (("normal", -6.0, 0.2), ("inverted", -8.5, 0.5)):
    all_levels, p_levels = bonding_p_levels(e_s, zeta, zeta)
    doublet, quartet = p_levels[:2], p_levels[2:]
    assert np.ptp(doublet) < 1e-10 and np.ptp(quartet) < 1e-10
    split = quartet.mean() - doublet.mean()
    assert abs(split - 1.5 * zeta) < 1e-10
    assert abs(quartet.mean() - no_so[0] - zeta / 2) < 1e-10
    between = np.sum((all_levels > doublet.max() + 1e-6)
                     & (all_levels < quartet.min() - 1e-6))
    assert between == (2 if label == "inverted" else 0)
    s_anti = e_s - 4 * V_SS
    assert np.min(abs(all_levels - s_anti)) < 1e-10
    print(f"{label}: E_s = {e_s} eV, zeta = {zeta} eV, s antibonding = {s_anti:.3f} eV")
    print(f"  quartet {quartet.mean():.4f} eV, doublet {doublet.mean():.4f} eV,"
          f" splitting {split:.4f} eV, states between: {between}")

zeta_a, zeta_b = 0.5, 0.1
_, p_levels = bonding_p_levels(-6.0, zeta_a, zeta_b)
split_unequal = p_levels[2:].mean() - p_levels[:2].mean()
excess = split_unequal - 0.75 * (zeta_a + zeta_b)
half_diff = (zeta_a - zeta_b) / 2
excess_pt = 0.75 * half_diff**2 / (2 * T_HOP)
assert abs(excess / excess_pt - 1) < 0.02      # next order of perturbation theory
print(f"unequal atoms: zeta_A = {zeta_a} eV, zeta_B = {zeta_b} eV,"
      f" splitting {split_unequal:.5f} eV")
print(f"  excess over 3/2 mean zeta: {excess:.5f} eV, second order {excess_pt:.5f} eV")

# ---------------- radial Dirac solver, kinetically balanced Gaussians --------
x = np.linspace(np.log(1e-6), np.log(60.0), 1800)
r = np.exp(x)
w = r * (x[1] - x[0])
EXPONENTS = 0.02 * 2.0 ** np.arange(28)


def make_basis(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    a = EXPONENTS[:, None]
    gauss = np.exp(-a * r**2)
    large = r**(l + 1) * gauss
    slope = ((l + 1 + kappa) * r**l - 2 * a * r**(l + 2)) * gauss
    norm = np.sqrt((large**2) @ w)[:, None]
    large, slope = large / norm, slope / norm
    small = slope / np.sqrt((slope**2) @ w)[:, None]
    n = len(EXPONENTS)
    overlap = np.zeros((2 * n, 2 * n))
    overlap[:n, :n] = (large * w) @ large.T
    overlap[n:, n:] = (small * w) @ small.T
    coupling = c * (slope * w) @ small.T
    return large, small, overlap, coupling


BASIS = {kappa: make_basis(kappa) for kappa in (-1, 1, -2, 2, -3)}


def dirac_states(kappa, potential, count):
    """Lowest `count` electron levels with large and small components."""
    large, small, overlap, coupling = BASIS[kappa]
    n = len(EXPONENTS)
    h = np.zeros((2 * n, 2 * n))
    h[:n, :n] = (large * (w * potential)) @ large.T
    h[n:, n:] = (small * (w * (potential - 2 * c**2))) @ small.T
    h[:n, n:] = coupling
    h[n:, :n] = coupling.T
    energy, vec = eigh(h, overlap)
    pick = slice(n, n + count)
    return energy[pick], vec[:n, pick].T @ large, vec[n:, pick].T @ small


def hydrogenlike_level(z, n, kappa):
    za = z / c
    n_eff = n - abs(kappa) + np.sqrt(kappa**2 - za**2)
    return c**2 * (1 / np.sqrt(1 + (za / n_eff)**2) - 1)


for z_test in (14, 50):
    numeric = [dirac_states(k, -z_test / r, 1)[0][0] for k in (1, -2)]
    exact = [hydrogenlike_level(z_test, 2, k) for k in (1, -2)]
    ratio = (numeric[1] - numeric[0]) / (exact[1] - exact[0])
    assert abs(ratio - 1) < 2e-3               # finite Gaussian basis
    print(f"solver test Z = {z_test}: 2p splitting, numeric/exact = {ratio:.6f}")


def solve_atom(z, shells):
    """shells = numbers of occupied s, p, d shells; last p shell holds 2."""
    n_s, n_p, n_d = shells
    counts = {-1: n_s, 1: n_p, -2: n_p, 2: n_d, -3: n_d}
    potential = -(1 + (z - 1) / (1 + z**(1 / 3) * r)**2) / r
    previous = np.zeros(2)
    for _ in range(250):
        shell_density = np.zeros_like(r)
        valence = {}
        for kappa, count in counts.items():
            if count == 0:
                continue
            energy, big, little = dirac_states(kappa, potential, count)
            occupation = np.full(count, 2.0 * abs(kappa))
            if kappa in (1, -2):
                occupation[-1] = 2.0 * abs(kappa) / 3
                valence[kappa] = (energy[-1], big[-1], little[-1])
            shell_density += occupation @ (big**2 + little**2)
        levels = np.array([valence[1][0], valence[-2][0]])
        if np.max(abs(levels - previous)) < 1e-7:
            assert abs(shell_density @ w - z) < 1e-5
            return valence, potential
        previous = levels
        inner = CubicSpline(x, shell_density * r).antiderivative()(x)
        outer = CubicSpline(x, shell_density).antiderivative()(x)
        hartree = inner / r + outer[-1] - outer
        rho = np.maximum(shell_density / (4 * np.pi * r**2), 0)
        v_xc = np.ravel(libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
        potential = 0.65 * potential + 0.35 * (-z / r + hartree + v_xc)
    raise AssertionError("atomic self-consistency not reached")


# name: Z, occupied shells, rough lattice constant (angstrom),
# rough measured split-off energy of the crystal (eV)
ATOMS = {"Si": (14, (3, 2, 0), 5.4, 0.04),
         "Ge": (32, (4, 3, 1), 5.7, 0.3),
         "Sn": (50, (5, 4, 2), 6.5, 0.8)}
splittings = {}
for name, (z, shells, lattice, measured) in ATOMS.items():
    valence, potential = solve_atom(z, shells)
    e_half, e_three = valence[1][0], valence[-2][0]
    split = (e_three - e_half) * HARTREE_EV
    splittings[name] = split
    # lowest-order spin-orbit integral with the p3/2 large component
    slope_v = (CubicSpline(x, r * potential)(x, 1) - r * potential) / r**2
    big = valence[-2][1]
    integrand = big**2 * slope_v / r / (2 * c**2) / (big**2 @ w)
    zeta_first = integrand @ w * HARTREE_EV
    core_share = (integrand * w)[r < 1.0].sum() / (integrand @ w)
    assert core_share > 0.9
    if name == "Si":                           # light atom: higher orders small
        assert abs(1.5 * zeta_first / split - 1) < 0.05
    # probability inside the sphere that has the volume of one atom
    radius = lattice / BOHR_ANGSTROM * (3 / (32 * np.pi))**(1 / 3)
    density = sum(abs(k) * (valence[k][1]**2 + valence[k][2]**2) for k in (1, -2)) / 3
    inside = np.interp(radius, r, CubicSpline(x, density * r).antiderivative()(x))
    assert 0 < inside < 1
    print(f"{name}: Z = {z}, eps(p1/2) = {e_half * HARTREE_EV:.4f} eV,"
          f" eps(p3/2) = {e_three * HARTREE_EV:.4f} eV")
    print(f"  atomic splitting = {split:.4f} eV, zeta = {split / 1.5:.4f} eV")
    print(f"  lowest-order zeta = {zeta_first:.4f} eV,"
          f" share from r < 1 bohr = {100 * core_share:.1f} %")
    print(f"  rough lattice constant {lattice} angstrom, sphere radius {radius:.3f} bohr")
    print(f"  probability inside = {inside:.3f}, factor 1/q = {1 / inside:.3f},"
          f" renormalized splitting = {split / inside:.3f} eV")
    print(f"  rough measured crystal value {measured} eV,"
          f" ratio to atomic = {measured / split:.2f},"
          f" to renormalized = {measured * inside / split:.2f}")

assert splittings["Si"] < splittings["Ge"] < splittings["Sn"]
power = np.log(splittings["Sn"] / splittings["Si"]) / np.log(50 / 14)
assert power < 3                               # far below the hydrogen-like fourth power
print(f"atomic splitting ratios: Ge/Si = {splittings['Ge'] / splittings['Si']:.2f},"
      f" Sn/Ge = {splittings['Sn'] / splittings['Ge']:.2f}")
print(f"effective power of Z between Si and Sn = {power:.2f}")
print("all assertions hold")
```

Printed output:

```
Model: E_p, V_ss, V_sp, V_pps, V_ppp = 1.5 -2.0 2.0 3.0 -0.8 eV
Model: hopping sum T = 1.8667 eV, bonding p level = -0.3667 eV
normal: E_s = -6.0 eV, zeta = 0.2 eV, s antibonding = 2.000 eV
  quartet -0.2667 eV, doublet -0.5667 eV, splitting 0.3000 eV, states between: 0
inverted: E_s = -8.5 eV, zeta = 0.5 eV, s antibonding = -0.500 eV
  quartet -0.1167 eV, doublet -0.8667 eV, splitting 0.7500 eV, states between: 2
unequal atoms: zeta_A = 0.5 eV, zeta_B = 0.1 eV, splitting 0.45801 eV
  excess over 3/2 mean zeta: 0.00801 eV, second order 0.00804 eV
solver test Z = 14: 2p splitting, numeric/exact = 1.000000
solver test Z = 50: 2p splitting, numeric/exact = 0.999987
Si: Z = 14, eps(p1/2) = -4.1840 eV, eps(p3/2) = -4.1513 eV
  atomic splitting = 0.0327 eV, zeta = 0.0218 eV
  lowest-order zeta = 0.0217 eV, share from r < 1 bohr = 98.8 %
  rough lattice constant 5.4 angstrom, sphere radius 3.165 bohr
  probability inside = 0.680, factor 1/q = 1.470, renormalized splitting = 0.048 eV
  rough measured crystal value 0.04 eV, ratio to atomic = 1.22, to renormalized = 0.83
Ge: Z = 32, eps(p1/2) = -4.1775 eV, eps(p3/2) = -3.9829 eV
  atomic splitting = 0.1946 eV, zeta = 0.1297 eV
  lowest-order zeta = 0.1273 eV, share from r < 1 bohr = 99.8 %
  rough lattice constant 5.7 angstrom, sphere radius 3.341 bohr
  probability inside = 0.705, factor 1/q = 1.419, renormalized splitting = 0.276 eV
  rough measured crystal value 0.3 eV, ratio to atomic = 1.54, to renormalized = 1.09
Sn: Z = 50, eps(p1/2) = -4.1883 eV, eps(p3/2) = -3.7232 eV
  atomic splitting = 0.4651 eV, zeta = 0.3101 eV
  lowest-order zeta = 0.2966 eV, share from r < 1 bohr = 99.9 %
  rough lattice constant 6.5 angstrom, sphere radius 3.810 bohr
  probability inside = 0.726, factor 1/q = 1.377, renormalized splitting = 0.640 eV
  rough measured crystal value 0.8 eV, ratio to atomic = 1.72, to renormalized = 1.25
atomic splitting ratios: Ge/Si = 5.95, Sn/Ge = 2.39
effective power of Z between Si and Sn = 2.09
all assertions hold
```
